\section*{The Thompson-Lampard theorem for cross-capacitances of a four-electrode shell, part 2}

A long, straight conducting shell of constant cross-section is cut lengthwise by four infinitely narrow slits into electrodes 1 to 4, numbered counterclockwise. Its interior has no holes and contains no further conductor. With electrode 1 at potential $V$ and the others at zero, $C_1$ is minus the charge per length on the inner surface of electrode 3, divided by $V$. $C_2$ is defined in the same way for electrodes 2 and 4. Charge on the outside is not counted. For vacuum inside, with permittivity $\varepsilon_0$, the following theorem has been proved:
\begin{equation}
\exp\!\left(-\frac{\pi C_1}{\varepsilon_0}\right)
+\exp\!\left(-\frac{\pi C_2}{\varepsilon_0}\right)=1 .
\label{eq:theorem}
\end{equation}

Capacitances per length are in pF/m. The potential is $\phi$, the field is $E=-\nabla\phi$, $x$ and $y$ are coordinates in the cross-section, and $z$ runs along the axis. Below, $w$, $h$ and $\ell$ are the inner width, height and length of a rectangular cell, and $k$ is the relative permittivity of a filling.

The list of values at the end also includes two earlier checks. In the half-plane test, the interior is mapped conformally onto the upper half-plane, with the slits at real numbers $a<b<c<d$. Capacitances integrated numerically were compared with
\begin{equation}
\exp\!\left(-\frac{\pi C_1}{\varepsilon_0}\right)
=\frac{(c-b)(d-a)}{(c-a)(d-b)} ,
\label{eq:c1}
\end{equation}
\begin{equation}
\exp\!\left(-\frac{\pi C_2}{\varepsilon_0}\right)
=\frac{(b-a)(d-c)}{(c-a)(d-b)} .
\label{eq:c2}
\end{equation}
The irregular shell test used a shell given in polar form by $r(t)$, with $t$ the polar angle. The potential was fitted numerically without the half-plane map, and the boundary error is the largest misfit at 1200 boundary points.

\section{Mean value, dielectric filling and a cell of finite length}

The symbols carried over are these. $C_1$ and $C_2$ are the cross-capacitances per length of the two opposite electrode pairs of a closed shell with four narrow slits. Each is minus the charge per length on the inner surface of one electrode, per unit potential of the opposite one, with all others grounded. In vacuum they satisfy
\begin{equation}
e^{-\pi C_1/\varepsilon_0}+e^{-\pi C_2/\varepsilon_0}=1 .
\label{eq:again}
\end{equation}
If the two are equal, each exponential is $1/2$ and each capacitance is
\begin{equation}
C_0=\frac{\varepsilon_0\ln2}{\pi}=1.953549\ \text{pF/m}.
\end{equation}
A symmetry that exchanges the two pairs makes them equal, for example a mirror line through two opposite slits or a fourfold axis that carries each electrode into the next. A mirror line through the middles of two opposite electrodes, as in the rectangle below, maps each pair onto itself and does not. Any shape that gives equal readings, symmetric or not, gives this value.

A real shell will be slightly unbalanced. Define the mean $\bar C=(C_1+C_2)/2$ and the dimensionless difference $\delta=\pi(C_1-C_2)/\varepsilon_0$. Then $\pi C_1/\varepsilon_0=\pi\bar C/\varepsilon_0+\delta/2$, and $C_2$ has the opposite sign of $\delta$. Equation (\ref{eq:again}) becomes
\begin{equation}
e^{-\pi\bar C/\varepsilon_0}
\left(e^{-\delta/2}+e^{\delta/2}\right)=1,
\end{equation}
and taking the logarithm gives
\begin{equation}
\bar C=\frac{\varepsilon_0}{\pi}\ln\left(2\cosh\frac{\delta}{2}\right).
\label{eq:mean}
\end{equation}
Since $\cosh$ is never less than 1, the mean is never less than $C_0$. For small $\delta$, $\ln\cosh(\delta/2)=\delta^2/8-\delta^4/192+\dots$. Dividing (\ref{eq:mean}) by $C_0$ and using $\delta=\ln2\,(C_1-C_2)/C_0$, we find to leading order
\begin{equation}
\frac{\bar C}{C_0}=1+\frac{\ln2}{8}
\left(\frac{C_1-C_2}{C_0}\right)^2 .
\label{eq:quad}
\end{equation}
An imbalance thus enters the mean in second order. This is the practical gain: the cross-section needs to be nearly balanced, and the remaining imbalance can be read off electrically.

A rectangular tube of inner width $w$ and height $h$, with slits at its corners, allows both capacitances to be calculated directly. Let the top wall be at $V$ and the other walls at zero, with $0<x<w$ and $0<y<h$. The sine coefficients of the constant $V$ are
\begin{equation}
\frac{2}{w}\int_0^wV\sin\frac{m\pi x}{w}\,dx
=\frac{2V}{m\pi}\left(1-\cos m\pi\right),
\end{equation}
which is $4V/(m\pi)$ for odd $m$ and zero for even $m$. Each sine is continued into the tube by the solution that vanishes at $y=0$:
\begin{equation}
\phi=\sum_{m\ \rm odd}\frac{4V}{m\pi}\,
\sin\frac{m\pi x}{w}\,
\frac{\sinh(m\pi y/w)}{\sinh(m\pi h/w)} .
\end{equation}
The charge density on the bottom wall is $-\varepsilon_0\,\partial_y\phi$ at $y=0$. The derivative supplies a factor $m\pi/w$, and the integral of the sine over the width is $2w/(m\pi)$ for odd $m$. The top-bottom capacitance is therefore
\begin{equation}
C_{\rm TB}=\varepsilon_0\sum_{m\ \rm odd}
\frac{8}{m\pi\sinh(m\pi h/w)} .
\label{eq:rect}
\end{equation}
The left-right capacitance $C_{\rm LR}$ follows by exchanging $w$ and $h$.

For $w=21$ mm and $h=20$ mm the sums give $C_{\rm TB}=2.270765$ pF/m and $C_{\rm LR}=1.668452$ pF/m. The theorem was not used to obtain them, and it is satisfied:
\begin{equation}
0.446775+0.553225=1.000000 .
\end{equation}
The mean is $(2.270765+1.668452)/2=1.96961$ pF/m. The difference divided by $C_0$ is $0.602313/1.953549=0.30832$, so the quadratic term in (\ref{eq:quad}) is $0.8236\,\%$. The actual excess of the mean over $C_0$ is $0.8221\,\%$, slightly smaller, in line with the negative sign of the $\delta^4$ term. A departure of $5\,\%$ from a square section thus moves the individual capacitances by about $+16\,\%$ and $-15\,\%$ from $C_0$, but their mean by less than $1\,\%$.

Now let the tube be filled with a uniform, isotropic, linear dielectric of relative permittivity $k$. The potential is unchanged, because it still obeys the Laplace equation with the same boundary values. The free charge on the metal is given by the displacement $k\varepsilon_0E$ and is $k$ times larger. The filled capacitances hence satisfy
\begin{equation}
e^{-\pi C_1/(k\varepsilon_0)}+e^{-\pi C_2/(k\varepsilon_0)}=1 .
\label{eq:k}
\end{equation}
For given readings the left side rises steadily from 0 to 2 as $k$ runs from zero to infinity, so exactly one $k$ solves the equation. With $k=2.7$, a rough value for an organosilicate low-k material, the cell would read $6.13107$ and $4.50482$ pF/m, and solving (\ref{eq:k}) with these two numbers returns $2.700000$. This illustrates the inversion; it is no independent evidence for the formula, since the readings were obtained by multiplying the vacuum values by $k$.

Two properties of the solution help in judging errors. If both readings are multiplied by the same factor, $k$ is multiplied by that factor, since (\ref{eq:k}) contains only the ratios $C_1/k$ and $C_2/k$. If one reading rises, the left side falls, and $k$ must rise to restore it. It follows that when the two readings are changed by different factors, $k$ changes by a factor that lies between them.

A filling that is not uniform breaks (\ref{eq:k}), and a case that can be solved shows how. Let the dielectric fill the rectangle up to half its height, with vacuum above. Drive the left wall first. In the empty cell the potential is symmetric about the plane $y=h/2$, so $\partial_y\phi=0$ there. The same potential then meets both conditions at the dielectric surface: it is continuous, and the normal displacement is zero on either side. It is therefore the solution for the half-filled cell too. Half of the charge on the right wall lies beside vacuum and keeps its value, while the other half is multiplied by $k$:
\begin{equation}
C_{\rm LR}^{\rm half}=\frac{1+k}{2}\,C_{\rm LR}.
\end{equation}

Next drive the top wall. Take one sine term, with $q=m\pi/w$ and $p=qh/2$. Let its amplitude be $A$ at the top wall and $B$ at the dielectric surface. With $y'=y-h/2$, the amplitude is
\begin{align}
\text{below:}\quad & B\,\frac{\sinh qy}{\sinh p}, \\
\text{above:}\quad & \frac{A\sinh qy'+B\sinh(p-qy')}{\sinh p}.
\end{align}
Both expressions equal $B$ at the surface. The slope there is $qB\cosh p/\sinh p$ from below and $q(A-B\cosh p)/\sinh p$ from above. Continuity of the normal displacement requires
\begin{equation}
kB\cosh p=A-B\cosh p
\quad\Rightarrow\quad
B=\frac{A}{(1+k)\cosh p}.
\end{equation}
The displacement at the bottom wall has the magnitude
\begin{equation}
\frac{k\varepsilon_0qB}{\sinh p}
=\frac{k\varepsilon_0qA}{(1+k)\sinh p\cosh p}
=\frac{2k}{1+k}\,\frac{\varepsilon_0qA}{\sinh2p},
\end{equation}
where $2\sinh p\cosh p=\sinh2p$. Since $2p=qh$, the last fraction is the vacuum value of the same term. The factor in front does not depend on $m$, and so
\begin{equation}
C_{\rm TB}^{\rm half}=\frac{2k}{1+k}\,C_{\rm TB}.
\end{equation}
The two layers act in parallel for the left-right pair and in series for the top-bottom pair. For $k=2.7$ the factors are $3.7/2=1.85$ and $5.4/3.7=1.45946$. A finite-difference solution of the half-filled cell gives the same two factors to the digits shown.

Put into (\ref{eq:k}), the half-filled readings yield an apparent $k$ of $1.638$. It lies between the two factors, as it must, and describes neither layer. Nothing in a single pair of readings gives a warning, since (\ref{eq:k}) has a solution for any two positive capacitances. The warning comes from comparison with the empty cell: a uniform isotropic filling multiplies both capacitances by the same factor, and here the factors differ. Unequal factors point to a non-uniform filling only if the material is isotropic. For a uniform filling with permittivities $k_x$ and $k_y$ along $x$ and $y$, dividing $x$ by $\sqrt{k_x}$ and $y$ by $\sqrt{k_y}$ restores the Laplace equation in a cross-section of different shape, with all charges multiplied by $\sqrt{k_xk_y}$. The two factors then differ in general, and (\ref{eq:k}) returns $\sqrt{k_xk_y}$. Equal factors do not prove uniformity, however. In a square cell, a dielectric rod of square section, placed centrally and parallel to the walls, leaves the two pairs equivalent and changes both by the same factor.

The theorem assumes an infinite length. Suppose that the cell has length $\ell=200$ mm and is closed by grounded end plates. The potential of the driven top wall is now expanded in sines along both $x$ and $z$, with coefficients $16V/(\pi^2mn)$ for odd $m$ and $n$. Each term varies with height as $\sinh\gamma y/\sinh\gamma h$, where
\begin{equation}
\gamma^2=\left(\frac{m\pi}{w}\right)^2+\left(\frac{n\pi}{\ell}\right)^2 .
\end{equation}
The slope at the bottom wall brings a factor $\gamma/\sinh\gamma h$, and the integrals of the two sines give $2w/(m\pi)$ and $2\ell/(n\pi)$. The total capacitance, no longer per length, is
\begin{equation}
C_{\rm tot}=\varepsilon_0\sum_{m,n\ \rm odd}
\frac{64\,w\ell\,\gamma}{\pi^4m^2n^2\sinh\gamma h}.
\end{equation}
Compared with $C_{\rm TB}\,\ell=0.454$ pF, the end plates remove $7.33\,\%$. For the left-right pair the loss is $7.50\,\%$ of $C_{\rm LR}\,\ell$. A value of $k$ obtained from such readings, divided by the full length, would be too low by an amount between these two percentages.

The loss can be removed by subtraction. The difference between the true potential and the two-dimensional one vanishes on all four long walls. Away from an end it therefore consists of products of sines in $x$ and $y$ that decay along $z$, the slowest with decay length
\begin{equation}
\frac{1}{\pi\sqrt{1/w^2+1/h^2}}=\frac{wh}{\pi\sqrt{w^2+h^2}}
=\frac{420}{29\,\pi}\ \text{mm}\approx4.6\ \text{mm}.
\end{equation}
The two ends of a 200 mm cell are more than 40 decay lengths apart and do not influence each other noticeably. Each removes a fixed amount of capacitance, which cancels when a cell of 200 mm is subtracted from one of 300 mm. The sums confirm this: the difference divided by 100 mm agrees with the two-dimensional value to rounding error for both pairs.

The slits of a real cell have a width. As a model, let each side wall stop 1 mm short of the top and bottom plates, and let the plates continue outward, so that a slot 1 mm wide runs sideways from each corner. At its far end the slot is closed by a wall connected to a grounded shield. If this end wall belonged to the adjoining side electrode, the metal would again form a closed shell with narrow slits, of a more complicated shape, and the theorem would hold for it. For slots 3 mm deep, a finite-difference calculation with 12 cells per millimetre gives a sum that differs from 1 by $-2\times10^{-5}$. Since the theorem is exact for this shape, the difference is an error of the mesh.

Connecting the end walls to the shield makes no difference to the top-bottom pair, because the side electrodes and the shield are then both at zero. For the left-right pair the capacitance falls for two reasons. With the left electrode driven, the charge on the end walls on the right goes to the shield and is not read, and the end walls on the left are at zero instead of at $V$. By reciprocity and the mirror symmetry of the cell the two reductions are equal, apart from a far smaller term that involves the end walls on both sides. It is therefore enough to follow the first. The walls of a slot on the right are all grounded. In a slot of width $g$ the slowest-decaying potential is a half sine wave across the width, and the Laplace equation makes it fall as $\exp(-\pi t/g)$ with depth $t$. The calculated losses, as fractions of the capacitance with the end walls joined to the side electrodes, are $9\times10^{-4}$, $4\times10^{-5}$ and $2\times10^{-6}$ for depths of 1, 2 and 3 mm. Halving the number of cells per millimetre changes the last value by about a tenth. From 2 to 3 mm the loss falls by a factor $22.73$, against $e^\pi=23.14$. The small discrepancy comes from the mesh. With $N$ cells across the slot, the discrete Laplace equation gives a decay constant $\kappa$ per cell that obeys
\begin{equation}
2\cosh\kappa-2=2-2\cos\frac{\pi}{N}
\quad\Rightarrow\quad
\sinh\frac{\kappa}{2}=\sin\frac{\pi}{2N},
\end{equation}
and for $N=12$ the factor $e^{12\kappa}$ is $22.73$.

The example lies in the rough size range of laboratory calculable capacitors, which have electrodes a few centimetres across and lengths of some tenths of a metre. Its $5\,\%$ departure from a square is far larger than careful machining would leave, and was chosen to make the second-order term visible. For the empty cell, the end plates cause the largest of the losses calculated here, between $7$ and $8\,\%$ of the two-dimensional capacitance times $\ell$, until two lengths are subtracted. Air in place of vacuum raises the readings by roughly $0.06\,\%$. Thermal expansion of the metal changes the total capacitance by roughly $0.002\,\%$ per kelvin through the length; uniform expansion of the cross-section leaves the two-dimensional capacitance per length unchanged, since (\ref{eq:rect}) depends on $h/w$ alone, and alters only the end loss, which cancels when two lengths are subtracted at the same temperature. On a chip the conditions are not met. Low-k materials are used there as thin films, next to barrier and etch-stop layers of different permittivity, and the wires do not form a closed shell. Equation (\ref{eq:k}) therefore applies to a cell filled uniformly with the material, and not to the wiring itself. The numerical output lists the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
eps0 = 8.854188 pF/m
Equal-pair value C0 = 1.953549 pF/m
HALF-PLANE TEST
slits a, b, c, d = -1.3, -0.2, 0.9, 2.5 (dimensionless)
C1/eps0, C2/eps0 by quadrature = 0.111853, 0.387191
the two exponentials = 0.703704, 0.296296
IRREGULAR SHELL TEST
r(t) = 1 + 0.12 cos 2t + 0.05 sin 3t (dimensionless)
slit angles = (0.3, 1.5, 3.4, 4.9) rad
C1 = 1.505139 pF/m
C2 = 2.487055 pF/m
two exponentials = 0.586229, 0.413771
sum minus 1 = 2.0e-10
largest boundary error = 9.8e-10 of drive voltage
RECTANGULAR CELL
width, height, length = 21, 20, 200 mm
C top-bottom = 2.270765 pF/m
C left-right = 1.668452 pF/m
two exponentials = 0.446775, 0.553225
sum minus 1 = -2.2e-16
mean C = 1.969608 pF/m
(C top-bottom - C left-right)/C0 = 0.30832
mean/C0 - 1 = 0.8221 %
quadratic estimate of it = 0.8236 %
top-bottom C times length = 0.45415 pF
LOW-K FILLING
k of filling (rough typical) = 2.7
filled C top-bottom = 6.13107 pF/m
filled C left-right = 4.50482 pF/m
k recovered, uniform filling = 2.700000
half filled: top-bottom factor = 1.45946
half filled: left-right factor = 1.85000
half filled: apparent k = 1.63751
NEGLECTED EFFECTS
end-plate loss, top-bottom = 7.330 %
end-plate loss, left-right = 7.498 %
added length for subtraction = 100 mm
error after subtraction, top-bottom = 4.4e-16
error after subtraction, left-right = 4.4e-16
slot width = 1 mm
left-right leakage, slot depth 1 mm = 9.320e-04
left-right leakage, slot depth 2 mm = 4.101e-05
left-right leakage, slot depth 3 mm = 1.804e-06
leakage ratio, 2 mm to 3 mm = 22.73
exp(pi) = 23.14
3 mm leakage on mesh twice as coarse = 2.000e-06
mesh shift of 3 mm leakage = -9.8 %
slotted shape, ends closed: sum minus 1 = -2.0e-05
air instead of vacuum (rough) = 0.06 %
length expansion (rough) = 0.002 % per K
\end{verbatim}
